# How interlayer hopping turns a two-dimensional logarithm into a plateau: a program that tests the result

```python
"""
Result under test: for the band
    e(k) = -2 t (cos kx + cos ky) - 2 tz cos kz,   0 < tz < t,
the layer's logarithmic peak in the density of states (per site and spin)
becomes, for tz << t and |E| << t,
    g3(E) = ln(16 t/tz) / (2 pi^2 t)                            |E| <= 2 tz
    g3(E) = [ln(16 t/tz) - arccosh(|E|/(2 tz))] / (2 pi^2 t)    |E| >= 2 tz
with square-root kinks at -2 tz (M1) and +2 tz (M2).
Symbols: t in-plane hopping, tz interlayer hopping, E energy (all in eV),
g2 density of states of one layer, g3 that of the coupled layers.
"Reduced" densities are multiplied by 2 pi^2 t and have no unit.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import ellipkm1

t, tz = 0.5, 0.02
prefactor = 1 / (2 * np.pi**2 * t)


def reduced_layer(energy, t):
    """Complete elliptic integral K with complementary modulus |E|/4t."""
    p = (energy / (4 * t))**2
    return 0.0 if p > 1 else float(ellipkm1(max(p, 1e-30)))


def split_quad(f, energy, tz):
    """Mean of f(|E| - 2 tz cos theta) over theta, split at the singularity."""
    excess = abs(energy) - 2 * tz

    def integrand(theta):
        return f(excess + 4 * tz * np.sin(theta / 2)**2)
    cuts = [0.0, np.pi]
    if excess < 0:
        cuts.insert(1, np.arccos(abs(energy) / (2 * tz)))
    total = sum(quad(integrand, a, b, epsabs=1e-10, epsrel=1e-10, limit=200)[0]
                for a, b in zip(cuts[:-1], cuts[1:]))
    return total / np.pi


def reduced_full(energy, t, tz):
    """Arcsine convolution of the full layer density, by quadrature."""
    return split_quad(lambda d: reduced_layer(d, t), energy, tz)


def reduced_leading(energy, t, tz):
    """Derived plateau and its outer wings."""
    ratio = max(abs(energy) / (2 * tz), 1.0)
    return np.log(16 * t / tz) - np.arccosh(ratio)


def reduced_bowl(energy, t, tz):
    """Derived plateau with its first correction, for |E| <= 2 tz."""
    lam, x = np.log(16 * t / tz), energy / (2 * tz)
    return lam + (tz / t)**2 / 16 * (lam / 2 - 0.75 + x**2 * (lam - 2.5))


# Elliptic integral near its logarithm, against high-precision values
for kc in (0.2, 0.1, 0.05, 0.01):
    log_term = float(mp.log(4 / mp.mpf(kc)))
    series = log_term + kc**2 / 4 * (log_term - 1)
    assert abs(float(mp.ellipk(1 - mp.mpf(kc)**2)) - series) < 0.2 * kc**4 * log_term

# Mean logarithm over the arcsine density, inside and outside the interval
for x in (0.0, 0.3, 0.8, 1.0, 1.05, 1.5, 4.0):
    numeric = split_quad(lambda d: np.log(max(abs(d), 1e-30)), 2 * tz * x, tz)
    derived = np.log(tz) + np.arccosh(max(x, 1.0))
    assert abs(numeric - derived) < 1e-7

# Count band energies on a k mesh (unequal meshes avoid degenerate lines)
nx, ny, nz = 2000, 2311, 4000
kx, ky, kz = [(np.arange(n) + 0.5) * np.pi / n for n in (nx, ny, nz)]
layer_levels = np.sort((-2 * t * (np.cos(kx)[:, None] + np.cos(ky))).ravel())
z_levels = -2 * tz * np.cos(kz)


def counted_fraction(energy):
    return np.searchsorted(layer_levels, energy - z_levels).mean() / (nx * ny)


low, high = np.searchsorted(layer_levels, [-0.1, 0.1])
count_2d = (high - low) / (nx * ny) / 0.2
exact_2d = 2 * quad(lambda e: reduced_layer(e, t), 0, 0.1)[0] * prefactor / 0.2
assert abs(count_2d / exact_2d - 1) < 3e-3

nodes, weights = np.polynomial.legendre.leggauss(12)
window_rows = []
for a, b in ((-0.060, -0.042), (-0.010, 0.010), (0.020, 0.038),
             (0.042, 0.060), (0.080, 0.100)):
    counted = (counted_fraction(b) - counted_fraction(a)) / (b - a)
    points = (a + b) / 2 + (b - a) / 2 * nodes
    convolved = prefactor * 0.5 * sum(
        w * reduced_full(e, t, tz) for w, e in zip(weights, points))
    assert abs(counted / convolved - 1) < 3e-3
    window_rows.append((a, b, counted, convolved))

# Leading formula: error bounded by the first neglected term of the layer density
for e in (0.0, 0.02, 0.04, 0.045, 0.06, 0.08, 0.16):
    reach = e + 2 * tz
    bound = reach**2 / (64 * t**2) * np.log(16 * t / reach)
    assert abs(reduced_full(e, t, tz) - reduced_leading(e, t, tz)) < bound

# Residual bowl of the plateau
for x in (0.0, 0.5, 1.0):
    e = 2 * tz * x
    assert abs(reduced_full(e, t, tz) - reduced_bowl(e, t, tz)) < 3e-6
centre, edge = reduced_full(0.0, t, tz), reduced_full(2 * tz, t, tz)
bowl_derived = reduced_bowl(2 * tz, t, tz) - reduced_bowl(0.0, t, tz)
assert edge > centre and abs((edge - centre) / bowl_derived - 1) < 0.01


# Critical points: type and kink strength from finite-difference curvatures
def band(k, t, tz):
    return -2 * t * (np.cos(k[0]) + np.cos(k[1])) - 2 * tz * np.cos(k[2])


def gradient_and_curvatures(k, t, tz, h=1e-3):
    steps = h * np.eye(3)
    grad = [(band(k + s, t, tz) - band(k - s, t, tz)) / (2 * h) for s in steps]
    hess = [[(band(k + a + b, t, tz) - band(k + a - b, t, tz)
              - band(k - a + b, t, tz) + band(k - a - b, t, tz)) / (4 * h * h)
             for b in steps] for a in steps]
    return np.array(grad), np.linalg.eigvalsh(np.array(hess))


saddle_rows = []
for z, negatives in ((0.0, 1), (np.pi, 2)):
    for xy in ((np.pi, 0.0), (0.0, np.pi)):
        k = np.array([*xy, z])
        grad, curv = gradient_and_curvatures(k, t, tz)
        assert np.max(np.abs(grad)) < 1e-9
        assert np.sum(curv < 0) == negatives
    saddle_rows.append((z / np.pi, band(k, t, tz), int(np.sum(curv < 0))))
assert np.allclose([row[1] for row in saddle_rows], [-2 * tz, 2 * tz])

for ratio in (0.04, 0.5):
    tz_r = ratio * t
    delta = 1e-4 * tz_r
    at_edge = reduced_full(2 * tz_r, t, tz_r)
    outer_drop = at_edge - reduced_full(2 * tz_r + delta, t, tz_r)
    inner_change = at_edge - reduced_full(2 * tz_r - delta, t, tz_r)
    _, curv = gradient_and_curvatures(np.array([np.pi, 0.0, 0.0]), t, tz_r)
    per_saddle = np.sqrt(delta) / (4 * np.pi**2 * np.sqrt(np.prod(np.abs(curv) / 2)))
    assert abs(outer_drop / (2 * per_saddle * 2 * np.pi**2 * t) - 1) < 3e-3
    assert abs(outer_drop / np.sqrt(delta / tz_r) - 1) < 3e-3
    assert abs(inner_change) < 3e-3 * outer_drop

# Worked example
lam = np.log(16 * t / tz)
print(f"in-plane hopping t = {t:.3f} eV")
print(f"interlayer hopping tz = {tz:.3f} eV")
print(f"plateau edges = {-2*tz:.3f} and {2*tz:.3f} eV")
print(f"plateau width 4 tz = {4*tz:.3f} eV")
print(f"ln(16 t/tz) = {lam:.4f}")
print(f"ln(t/tz) = {np.log(t/tz):.4f}, ln 16 = {np.log(16):.4f}")
print(f"prefactor 1/(2 pi^2 t) = {prefactor:.5f} states/eV")
print(f"plateau height, leading formula = {prefactor*lam:.5f} states/eV")
print(f"height from ln(t/tz) alone = {prefactor*np.log(t/tz):.5f} states/eV")
print(f"g3 at centre, full convolution = {prefactor*centre:.5f} states/eV")
print(f"g3 at edge, full convolution = {prefactor*edge:.5f} states/eV")
print(f"reduced edge minus centre: full {edge-centre:.3e}, derived {bowl_derived:.3e}")
print(f"relative bowl depth = {100*(edge-centre)/centre:.4f} percent")
drop = prefactor * (edge - reduced_full(2 * tz + 0.001, t, tz))
root = prefactor * np.sqrt(0.001 / tz)
print(f"drop 0.001 eV outside edge: full {drop:.5f}, root law {root:.5f} states/eV")
print("saddles: kz/pi, energy (eV), number of negative curvatures")
for row in saddle_rows:
    print(f"  {row[0]:.0f}  {row[1]:+.3f}  {row[2]}")
print("E (eV): g2, g3 full, g3 leading (states/eV)")
for e in (0.0, 0.01, 0.02, 0.04, 0.045, 0.06, 0.08, 0.16):
    g2 = "infinite" if e == 0 else f"{prefactor*reduced_layer(e, t):.5f}"
    print(f"  {e:.3f}: {g2}, {prefactor*reduced_full(e, t, tz):.5f}, "
          f"{prefactor*reduced_leading(e, t, tz):.5f}")
print(f"k mesh in one octant: {nx} x {ny} x {nz} points")
print(f"layer mean g2, -0.1 to 0.1 eV: counted {count_2d:.4f}, "
      f"formula {exact_2d:.4f} states/eV")
print("window (eV): mean g3 counted, convolution (states/eV)")
for a, b, counted, convolved in window_rows:
    print(f"  {a:+.3f} to {b:+.3f}: {counted:.4f}, {convolved:.4f}")
print("tz/t: reduced g3(0) full, with bowl term, ln(16t/tz), ln(t/tz)")
for ratio in (0.01, 0.04, 0.1, 0.3, 1.0):
    full = reduced_full(0.0, t, ratio * t)
    bowl = reduced_bowl(0.0, t, ratio * t)
    assert abs(full / bowl - 1) < 0.01
    print(f"  {ratio:.2f}: {full:.4f}, {bowl:.4f}, "
          f"{np.log(16/ratio):.4f}, {abs(np.log(1/ratio)):.4f}")
print("all good")
```

Output:

```
in-plane hopping t = 0.500 eV
interlayer hopping tz = 0.020 eV
plateau edges = -0.040 and 0.040 eV
plateau width 4 tz = 0.080 eV
ln(16 t/tz) = 5.9915
ln(t/tz) = 3.2189, ln 16 = 2.7726
prefactor 1/(2 pi^2 t) = 0.10132 states/eV
plateau height, leading formula = 0.60706 states/eV
height from ln(t/tz) alone = 0.32614 states/eV
g3 at centre, full convolution = 0.60709 states/eV
g3 at edge, full convolution = 0.60712 states/eV
reduced edge minus centre: full 3.495e-04, derived 3.491e-04
relative bowl depth = 0.0058 percent
drop 0.001 eV outside edge: full 0.02261, root law 0.02266 states/eV
saddles: kz/pi, energy (eV), number of negative curvatures
  0  -0.040  1
  1  +0.040  2
E (eV): g2, g3 full, g3 leading (states/eV)
  0.000: infinite, 0.60709, 0.60706
  0.010: 0.67730, 0.60709, 0.60706
  0.020: 0.60707, 0.60709, 0.60706
  0.040: 0.53688, 0.60712, 0.60706
  0.045: 0.52495, 0.55698, 0.55692
  0.060: 0.49584, 0.50965, 0.50955
  0.080: 0.46675, 0.47378, 0.47363
  0.160: 0.39684, 0.39847, 0.39799
k mesh in one octant: 2000 x 2311 x 4000 points
layer mean g2, -0.1 to 0.1 eV: counted 0.5454, formula 0.5454 states/eV
window (eV): mean g3 counted, convolution (states/eV)
  -0.060 to -0.042: 0.5362, 0.5362
  -0.010 to +0.010: 0.6071, 0.6071
  +0.020 to +0.038: 0.6071, 0.6071
  +0.042 to +0.060: 0.5362, 0.5362
  +0.080 to +0.100: 0.4606, 0.4606
tz/t: reduced g3(0) full, with bowl term, ln(16t/tz), ln(t/tz)
  0.01: 7.3778, 7.3778, 7.3778, 4.6052
  0.04: 5.9917, 5.9917, 5.9915, 3.2189
  0.10: 5.0763, 5.0763, 5.0752, 2.3026
  0.30: 3.9836, 3.9835, 3.9766, 1.2040
  1.00: 2.8163, 2.8124, 2.7726, 0.0000
all good
```
